# Why a lattice-aligned dopant need not be electrically active: a numerical check

```python
"""
Result under test: donors that all sit on lattice sites need not give carriers.
    n = N - sum_m (m + q_m) C_m,   0 <= q_m <= 4 - m
N: donor total, C_m: density of vacancies with m donor neighbours (D_mV),
q_m: electrons captured by such a complex, n: conduction electron density.
The ceiling 4 - m is tested by diagonalizing a four-hybrid model of a diamond
lattice; the carrier balance by solving charge neutrality with Fermi statistics;
the weak response of ion channeling to small displacements s by a flux sum,
    F = -log(1 - pi s^2 / A),   A = area per atomic row.
Gaussian (cgs) units inside; energies are given in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit
import mpmath as mp

# ---------- 1. Electron counting in a periodic diamond cell ----------
V2, V1, DELTA = 4.0, -0.8, 0.5     # eV: bond, intra-atomic, donor shift
SIDE = 8                           # cell edge in units of a/4 (two cubic cells)
fcc = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]
bonds = np.array([(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)])
sites = []
for shift in np.ndindex(2, 2, 2):
    for base in fcc:
        for sub in (0, 1):
            sites.append(tuple(int(4 * c + b + sub)
                               for c, b in zip(shift, base)))
index = {p: i for i, p in enumerate(sites)}
M = len(sites)
assert len(index) == M == 64


def neighbour(i, h):
    return index[tuple(int(x) for x in (np.array(sites[i]) + bonds[h]) % SIDE)]


H_host = np.kron(np.eye(M), V1 * np.ones((4, 4)))
for i, p in enumerate(sites):
    if p[0] % 2 == 0 and p[1] % 2 == 0 and p[2] % 2 == 0:   # first sublattice
        for h in range(4):
            j = neighbour(i, h)
            H_host[4 * i + h, 4 * j + h] = -V2
            H_host[4 * j + h, 4 * i + h] = -V2
assert np.all(np.sum(np.isclose(H_host, -V2), axis=1) == 1)

vac = index[(0, 0, 0)]
ring = [neighbour(vac, h) for h in range(4)]
rng = np.random.default_rng(3)
others = [i for i in range(M) if i != vac and i not in ring]
remote = [int(i) for i in rng.choice(others, 6, replace=False)]


def solve_cell(donors, with_vacancy):
    H = H_host.copy()
    for i in donors:
        for h in range(4):
            H[4 * i + h, 4 * i + h] -= DELTA
    keep = np.arange(4 * M)
    if with_vacancy:
        keep = keep[keep // 4 != vac]
    energy, vectors = np.linalg.eigh(H[np.ix_(keep, keep)])
    return energy, vectors, keep


gap_floor = V2 + 4 * V1 - DELTA    # guaranteed lower bound of upper levels
assert gap_floor > 0
cut = gap_floor / 2


def free_places(donors, with_vacancy):
    energy, _, _ = solve_cell(donors, with_vacancy)
    assert energy[2 * M - 1] <= 1e-9
    assert energy[2 * M] >= gap_floor - 1e-9
    electrons = 4 * (M - int(with_vacancy)) + len(donors)
    return 2 * int(np.sum(energy < cut)) - electrons


E_host, _, _ = solve_cell([], False)
assert abs(E_host[2 * M - 1] + V2) < 1e-9
assert abs(E_host[2 * M] - (V2 + 4 * V1)) < 1e-9

print(f"Model bond coupling V2 = {V2:.1f} eV, intra-atomic V1 = {V1:.1f} eV")
print(f"Model donor shift Delta = {DELTA:.1f} eV; sites in cell = {M}")
print(f"Perfect cell: valence top {E_host[2*M-1]:.3f} eV, "
      f"conduction bottom {E_host[2*M]:.3f} eV")
print(f"Guaranteed floor of upper levels = {gap_floor:.2f} eV")
for m in range(5):
    places = free_places(ring[:m], True)
    assert places == 4 - m
    print(f"D_{m}V complex: free electron places below gap = {places}")
isolated = free_places(remote[:4], False)
assert isolated == -4
print(f"4 donors, no vacancy: electrons above gap = {-isolated}")
apart = free_places(remote[:4], True)
assert apart == 0
print(f"4 donors away from vacancy: free places = {apart}")
six_bound = free_places(ring + remote[:2], True)
six_apart = free_places(remote, True)
assert six_bound == six_apart == -2
print(f"6 donors + 1 vacancy, 4 bound: electrons above gap = {-six_bound}")
print(f"6 donors + 1 vacancy, none bound: electrons above gap = {-six_apart}")

E4, vec4, keep4 = solve_cell(ring, True)
dangling = [int(np.where(keep4 == 4 * j + h)[0][0]) for h, j in enumerate(ring)]
lone_weight = np.sum(vec4[dangling, 2 * M - 4:2 * M] ** 2) / 4
assert lone_weight > 0.5
assert E4[2 * M - 4] > E4[2 * M - 5] + 0.5      # four separate gap levels
print(f"D_4V: valence top {E4[2*M-5]:.3f} eV")
print(f"D_4V: four filled gap levels {E4[2*M-4]:.3f} to {E4[2*M-1]:.3f} eV")
print(f"D_4V: lowest empty level {E4[2*M]:.3f} eV")
print(f"D_4V: weight of gap levels on hybrids facing vacancy = {lone_weight:.3f}")

# ---------- 2. Carrier balance with Fermi statistics ----------
hbar = const.hbar * 1e7            # erg s
mass = const.m_e * 1e3             # g
T = 300.0                          # K
kT_erg = const.k * 1e7 * T
kT = const.k * T / const.e         # eV
N_band = 2 * (mass * kT_erg / (2 * np.pi * hbar**2)) ** 1.5


def carriers(mu):
    """Direct k-space integral; mu in eV from the band edge, result in cm^-3."""
    k_thermal = np.sqrt(2 * mass * kT_erg) / hbar
    top = np.sqrt(max(mu / kT, 0) + 50)
    value, _ = quad(lambda y: y**2 * expit(mu / kT - y**2), 0, top,
                    epsabs=0, epsrel=1e-10, limit=200)
    return k_thermal**3 / np.pi**2 * value


for mu in (-0.1, 0.0, 0.08):
    closed = -N_band * float(mp.re(mp.polylog(1.5, -mp.exp(mu / kT))))
    assert abs(carriers(mu) / closed - 1) < 1e-6


def captured(level, mu):
    """Mean extra electrons: neutral doublet, negative singlet."""
    return expit((mu - level) / kT - np.log(2))


# Enumerate an orbital with repulsion U; its second electron costs eps + U.
eps, U = -1.5, 1.1
for mu in (-0.45, -0.4, -0.35):
    weights, number = [], []
    for up in (0, 1):
        for down in (0, 1):
            e_tot = eps * (up + down) + U * up * down
            weights.append(np.exp(-(e_tot - mu * (up + down)) / kT))
            number.append(up + down)
    mean = np.dot(weights, number) / np.sum(weights)
    assert abs(mean - 1 - captured(eps + U, mu)) < 1e-8


def neutrality(n_isolated, n_trap, level):
    mu = brentq(lambda x: carriers(x) + n_trap * captured(level, x)
                - n_isolated, -0.6, 1.0, xtol=1e-13)
    return carriers(mu), mu, captured(level, mu)


N = 1e20                           # donors per cm^3
C4 = N / 8                         # D_4V density, binds half the donors
C1 = N / 4                         # DV density, binds a quarter of the donors
deep, high = -0.4, 0.3             # acceptor levels from band edge, eV
nA, muA, _ = neutrality(N, 0.0, deep)
nB, muB, _ = neutrality(N - 4 * C4, 0.0, deep)
nC, muC, qC = neutrality(N - C1, C1, deep)
nX, muX, qX = neutrality(N - C1, C1, high)
assert abs(nA / N - 1) < 1e-6
assert abs(nB / (N - (4 + 0) * C4) - 1) < 1e-6
assert abs(nC / (N - (1 + 1) * C1) - 1) < 1e-5
assert abs(nX / (N - (1 + 0) * C1) - 1) < 1e-3
assert abs(nB / nC - 1) < 1e-5

print(f"Temperature {T:.0f} K, kT = {kT:.5f} eV, "
      f"band density N_c = {N_band:.3e} cm^-3")
print(f"Donor total N = {N:.2e} cm^-3, all on lattice sites")
print(f"Sample B: D_4V density = {C4:.3e} cm^-3")
print(f"Samples C, C': DV density = {C1:.3e} cm^-3")
print(f"Acceptor level from band edge: C {deep:.1f} eV, C' {high:.1f} eV")
for name, iso, n, mu in (("A", N, nA, muA), ("B", N - 4 * C4, nB, muB),
                         ("C", N - C1, nC, muC), ("C'", N - C1, nX, muX)):
    print(f"Sample {name}: isolated donors {iso:.3e} cm^-3, n = {n:.3e} cm^-3")
    print(f"   active fraction n/N = {n/N:.4f}, Fermi level {mu:.4f} eV")
print(f"Captured electrons per DV: C 1 - {1-qC:.1e}, C' {qX:.1e}")

# ---------- 3. Channeling yield of slightly displaced donors ----------
a = 5.4                            # angstrom
projected = {(p[0], p[1]) for p in sites}
area = (2 * a) ** 2 / len(projected)
assert abs(area - a**2 / 8) < 1e-12
spacing = np.sqrt(area)            # rows form a square lattice
screen = np.sqrt(3) * 0.2          # angstrom, range in the row potential


def row_potential(x, y):
    total = 0.0
    for i in range(-4, 5):
        for j in range(-4, 5):
            rho2 = (x - i * spacing) ** 2 + (y - j * spacing) ** 2
            total = total + np.log1p(screen**2 / rho2)
    return total


G = 600
axis = ((np.arange(G) + 0.5) / G - 0.5) * spacing
X, Y = np.meshgrid(axis, axis)
U_entry = row_potential(X, Y).ravel()


def flux_sum(s, angle):
    """Each entry point spreads evenly over the area it can reach."""
    U_here = row_potential(s * np.cos(angle), s * np.sin(angle))
    able = int(np.sum(U_entry >= U_here))
    return np.sum(1.0 / (G * G - np.arange(able)))


def flux(s):
    return -np.log(1 - np.pi * s**2 / area)


print(f"Lattice constant {a:.1f} angstrom, area per <100> row "
      f"{area:.4f} angstrom^2")
for s in (0.1, 0.2, 0.3):
    sums = [flux_sum(s, angle) for angle in (0.0, np.pi / 4)]
    assert max(abs(v / flux(s) - 1) for v in sums) < 0.03   # grid, row shape
    print(f"Displacement {s:.1f} angstrom: relative flux F = {flux(s):.4f} "
          f"(lattice sum {np.mean(sums):.4f})")
shift_bound = 0.2
for name, bound in (("B", 4 * C4 / N), ("C", C1 / N)):
    apparent = 1 - bound * flux(shift_bound)
    print(f"Sample {name}: bound fraction {bound:.2f}, "
          f"apparent substitutional fraction {apparent:.4f}")

print("verified")
```

Printed output:

```
Model bond coupling V2 = 4.0 eV, intra-atomic V1 = -0.8 eV
Model donor shift Delta = 0.5 eV; sites in cell = 64
Perfect cell: valence top -4.000 eV, conduction bottom 0.800 eV
Guaranteed floor of upper levels = 0.30 eV
D_0V complex: free electron places below gap = 4
D_1V complex: free electron places below gap = 3
D_2V complex: free electron places below gap = 2
D_3V complex: free electron places below gap = 1
D_4V complex: free electron places below gap = 0
4 donors, no vacancy: electrons above gap = 4
4 donors away from vacancy: free places = 0
6 donors + 1 vacancy, 4 bound: electrons above gap = 2
6 donors + 1 vacancy, none bound: electrons above gap = 2
D_4V: valence top -4.000 eV
D_4V: four filled gap levels -1.252 to -1.241 eV
D_4V: lowest empty level 0.849 eV
D_4V: weight of gap levels on hybrids facing vacancy = 0.889
Temperature 300 K, kT = 0.02585 eV, band density N_c = 2.509e+19 cm^-3
Donor total N = 1.00e+20 cm^-3, all on lattice sites
Sample B: D_4V density = 1.250e+19 cm^-3
Samples C, C': DV density = 2.500e+19 cm^-3
Acceptor level from band edge: C -0.4 eV, C' 0.3 eV
Sample A: isolated donors 1.000e+20 cm^-3, n = 1.000e+20 cm^-3
   active fraction n/N = 1.0000, Fermi level 0.0703 eV
Sample B: isolated donors 5.000e+19 cm^-3, n = 5.000e+19 cm^-3
   active fraction n/N = 0.5000, Fermi level 0.0356 eV
Sample C: isolated donors 7.500e+19 cm^-3, n = 5.000e+19 cm^-3
   active fraction n/N = 0.5000, Fermi level 0.0356 eV
Sample C': isolated donors 7.500e+19 cm^-3, n = 7.500e+19 cm^-3
   active fraction n/N = 0.7500, Fermi level 0.0546 eV
Captured electrons per DV: C 1 - 9.6e-08, C' 3.8e-05
Lattice constant 5.4 angstrom, area per <100> row 3.6450 angstrom^2
Displacement 0.1 angstrom: relative flux F = 0.0087 (lattice sum 0.0086)
Displacement 0.2 angstrom: relative flux F = 0.0351 (lattice sum 0.0351)
Displacement 0.3 angstrom: relative flux F = 0.0807 (lattice sum 0.0807)
Sample B: bound fraction 0.50, apparent substitutional fraction 0.9825
Sample C: bound fraction 0.25, apparent substitutional fraction 0.9912
verified
```
